# Climbing-Band Search and Saddle Verification for Protonated-Ester Cleavage

## Definitions and conventions

The reaction considered is the unimolecular step of acid-catalysed deprotection in which a carbonyl-protonated tertiary ester loses its tert-butyl group:

\[
\mathrm{R{-}C(OH){-}O{-}tBu^+}\longrightarrow \mathrm{R{-}C(OH){=}O\cdots tBu^+}.
\]

The product is taken to be a contact ion–molecule complex; in a real film it need not be a minimum, since proton loss may be coupled to the cleavage, which this model cannot show. Protonation is placed before this step. Loss of a proton from the cation, which returns the acid, is placed after it. Neither is included, nor are the polymer, the counterion and full separation of the products.

Four beads represent OH, the acyl carbon with its methyl group, the ester oxygen, and tert-butyl. They are numbered 0 to 3, with positions \(x_0,\ldots,x_3\) and masses 17, 27, 16 and 57 amu. The twelve Cartesian coordinates form the vector \(x\), and \(M\) is the diagonal mass matrix. Hartree atomic units are used, except where another unit is named.

The internal coordinates are

\[
q=(r_{01},r_{12},r_{23},r_{02},r_{13},T),
\]
\[
T=(x_0-x_1)\cdot[(x_2-x_1)\times(x_3-x_2)].
\]

The signed triple product \(T\) vanishes when the beads are coplanar. Two bonding patterns, ester and separated, have the energies

\[
E_1=\tfrac12(q-a)^TK_1(q-a),
\]
\[
E_2=\Delta+\tfrac12(q-b)^TK_2(q-b).
\]

The distances, in bohr, and the diagonal force constants, in hartree/bohr², are

- \(a\): 2.40, 2.40, 2.90, 4.20, 4.60; \(K_1\): 0.50, 0.40, 0.10, 0.15, 0.04
- \(b\): 2.50, 2.30, 4.60, 4.20, 6.10; \(K_2\): 0.40, 0.60, 0.05, 0.15, 0.02

For \(T\), both states have equilibrium value zero and force constant \(\kappa=5\times10^{-5}\) hartree/bohr⁶. The offset \(\Delta\) and the coupling \(V\) are both 0.020 hartree. These are round model parameters, so the resulting barrier is not a prediction for a particular resist.

## The energy surface and its derivatives

The surface is the lower eigenvalue of the matrix with diagonal elements \(E_1,E_2\) and off-diagonal element \(V\). With

\[
d=\frac{E_1-E_2}{2},\qquad S=\sqrt{d^2+V^2},
\]

it is \(E=(E_1+E_2)/2-S\). Let \(g_i=\partial E_i/\partial q\). Since \(\partial S/\partial q=(d/S)(g_1-g_2)/2\),

\[
\frac{\partial E}{\partial q}
=\frac{g_1+g_2}{2}-\frac dS\frac{g_1-g_2}{2}
=wg_1+(1-w)g_2,
\]
\[
w=\frac12\left(1-\frac dS\right).
\]

The number \(w\) is the weight of state 1 in the lower eigenvector. To see this, write the first eigenvector equation as \((d+S)c_1+Vc_2=0\). Normalization gives \(c_1^2=V^2/[V^2+(d+S)^2]\). The numerator is \((S-d)(S+d)\) and the denominator is \(2S(S+d)\), so \(c_1^2=(S-d)/(2S)=w\).

With \(B=\partial q/\partial x\), the Cartesian gradient is \(g=B^T\partial E/\partial q\), and the force is \(F=-g\). At a nonplanar geometry this gradient agreed with differences of directly diagonalized energies to \(7.8\times10^{-12}\) hartree/bohr.

For the curvature, let \(d'=(g_1-g_2)/2\). Differentiating \(S\) twice gives

\[
\frac{\partial^2S}{\partial q\,\partial q^T}
=\frac dS\frac{K_1-K_2}{2}
+\left(\frac1S-\frac{d^2}{S^3}\right)d'd'^T .
\]

The bracket equals \(V^2/S^3\). Therefore

\[
F_q\equiv\frac{\partial^2E}{\partial q\,\partial q^T}
=wK_1+(1-w)K_2-\frac{V^2}{S^3}d'd'^T.
\]

The first two terms form a positive-definite matrix. On the five-dimensional space orthogonal to \(d'\) the last term vanishes, so the curvature there is positive. A two-dimensional space of negative curvature would have to intersect that five-dimensional space. Hence \(F_q\) has at most one negative eigenvalue.

## The elastic band

The band consists of images \(R_0,\ldots,R_N\), with the two minima fixed at its ends. The minima are first brought into a common orientation. For an image on a rising or falling part of the band, the unit tangent \(t\) lies along the segment joining it to its higher neighbour, directed towards increasing image number.

The choice of neighbour affects stability. Consider a straight path with uphill unit vector \(t_0\), force \(F=-f t_0\), and spacing \(h\). Hold the neighbours fixed and displace one image sideways by a small vector \(\delta\). The tangent to the higher neighbour is \(t\approx t_0-\delta/h\), and to first order

\[
F-(F\cdot t)t\approx-ft_0+f\left(t_0-\frac{\delta}{h}\right)
=-\frac fh\delta .
\]

This restores the image. With the lower neighbour, \(t\approx t_0+\delta/h\) and the term becomes \(+f\delta/h\). It then causes sideways instability if \(f/h\) exceeds the transverse curvature of the surface.

At a local energy maximum or minimum along the band, both segments are used:

\[
t\propto \alpha_+(R_{i+1}-R_i)+\alpha_-(R_i-R_{i-1}).
\]

The two weights are the larger and smaller of \(|E_{i+1}-E_i|\) and \(|E_{i-1}-E_i|\). The larger weight goes to the segment towards the higher neighbour. This avoids an abrupt change of tangent when an image crosses an extremum.

Ordinary images feel

\[
F_i^{\rm band}=F_i-(F_i\cdot t)t
+k\bigl(|R_{i+1}-R_i|-|R_i-R_{i-1}|\bigr)t,
\]

with \(k=0.2\) hartree/bohr². The spring controls spacing along the path, while the true force acts across it. After an ordinary band has relaxed, its highest interior image is made to climb:

\[
F^{\rm climb}=F-2(F\cdot t)t=(I-2tt^T)F.
\]

The matrix \(I-2tt^T\) is its own inverse. Thus \(F^{\rm climb}=0\) implies \(F=0\), whatever the unit tangent. A converged climbing image is a stationary point, but its index remains to be determined.

### How accurate must the tangent be?

Near a saddle, take one unstable direction of curvature \(-\alpha\) and one stable direction of curvature \(\beta\), with \(\alpha,\beta>0\). Let a fixed tangent make an angle \(\theta\) with the unstable direction. For a displacement \(u\), \(F=-Hu\), and continuous relaxation gives

\[
\dot u=-
\begin{pmatrix}
\alpha\cos2\theta&-\beta\sin2\theta\\
\alpha\sin2\theta&\beta\cos2\theta
\end{pmatrix}u.
\]

The matrix including its minus sign has trace \(-(\alpha+\beta)\cos2\theta\) and determinant \(\alpha\beta\). Both eigenvalues have negative real parts if and only if \(\cos2\theta>0\). In this two-dimensional problem the tangent must therefore lie within 45° of the unstable direction. At \(\theta=0\), the image climbs along that direction and relaxes across it. At \(\theta=90^\circ\) both motions are reversed and the saddle repels the image.

The iteration uses \(v_{n+1}=0.7v_n+0.3F_n^{\rm band}\) and \(R_{n+1}=R_n+v_{n+1}\), with the climbing force for the climbing image. For a decoupled linear mode with force \(-\lambda u\), eliminating \(v\) gives

\[
u_{n+1}-(1.7-0.3\lambda)u_n+0.7u_{n-1}=0.
\]

Both roots of its characteristic polynomial lie inside the unit circle when \(|1.7-0.3\lambda|<1.7\), or \(0<\lambda<11.3\) hartree/bohr². This estimate does not cover changing tangents or strongly coupled images, so the residual must still be checked.

## Error at the top of the band

Eleven images, including the endpoints, were used. The initial straight interpolation was bent by moving OH out of the plane, with a largest \(|T|\) of 2.249 bohr³. Planarity was therefore not imposed. The ordinary band needed 1115 updates and the climbing band 881 more. In both cases the largest force component was then \(1.0\times10^{-6}\) hartree/bohr.

If the nearest ordinary image lies on the path at distance \(\delta\) from a saddle with curvature \(-\alpha\), then

\[
E_{\rm image}-E^\ddagger=-\tfrac12\alpha\delta^2+O(\delta^3).
\]

For equal spacing \(h\), \(|\delta|\le h/2\), so the leading error is at most \(\alpha h^2/8\) in magnitude. Force convergence does not remove it, because it comes from the placement of the images. Here the ordinary band's top was \(9.73\times10^{-4}\) hartree below the saddle, or 3.2% of the forward barrier.

For the climbing image, let \(u\) be its displacement from the saddle, with rigid motion removed. To leading order \(g=Hu\), so

\[
E_{\rm image}-E^\ddagger=\tfrac12u^THu=\tfrac12g^TH^+g,
\]

where \(H^+\) is the inverse on the vibrational space. The energy error is quadratic in the gradient, while the position error is linear. The gradient norm was \(8.1\times10^{-8}\) hartree/bohr and the energy error \(5.0\times10^{-13}\) hartree. If \(\lambda_+\) is the smallest positive curvature, the last formula gives \(E_{\rm image}-E^\ddagger\le |g|^2/(2\lambda_+)\). Hence

\[
\lambda_+\le\frac{(8.1\times10^{-8})^2}{2(5.0\times10^{-13})}
\approx6.6\times10^{-3}\ \text{hartree/bohr}^2.
\]

A soft direction is therefore present. A gradient of this size along a direction with curvature \(6.6\times10^{-3}\) would mean a displacement of about \(1.2\times10^{-5}\) bohr, much less striking than the energy error.

The climbing image is refined by Newton's method. Let the columns of \(Q\) span the space orthogonal to rigid translations and rotations. The step is

\[
u=-Q(Q^THQ)^{-1}Q^Tg,
\]

shortened if its norm exceeds 0.2 bohr. Newton's method can converge to a stationary point of any index, so refinement does not replace a Hessian test.

## An independent search for stationary points

If the rows of \(B\) are independent, \(B^T\partial E/\partial q=0\) implies \(\partial E/\partial q=0\). Thus

\[
wK_1(q-a)+(1-w)K_2(q-b)=0,
\]
\[
q(w)=[wK_1+(1-w)K_2]^{-1}[wK_1a+(1-w)K_2b].
\]

The weight calculated from the energies at \(q(w)\) must equal the assumed \(w\). The search in six coordinates has become a search for roots in one variable. A scan of 2000 intervals followed by root refinement found three, at \(w=0.973\), 0.297 and 0.014. They agree with the reactant, saddle and product found in Cartesian coordinates to \(1.0\times10^{-12}\) in \(q\). The scan detects sign changes; it is not a proof that no close pair of roots lies inside one interval.

Each root fixes \(q\), but not the whole geometry. With \(T=0\), OH and tert-butyl can lie on the same side of the acyl–O axis or on opposite sides. The two arrangements have the same energy in this model, but their vibrations differ because \(B\) differs. The reactant, saddle and product reported here have the two groups on the same side.

The saddle can be checked by hand. Its O–tBu distance is

\[
r_{23}=\frac{0.29673(0.10)(2.90)+0.70327(0.05)(4.60)}
{0.29673(0.10)+0.70327(0.05)}=3.822\ \text{bohr}.
\]

At the full saddle geometry, substitution gives \(E_1=0.05803\) and \(E_2=0.04023\) hartree. Then \(d=0.00890\), \(S=0.02189\), and

\[
E^\ddagger=0.04913-0.02189=0.02724\ \text{hartree},
\]
\[
w=\tfrac12(1-0.00890/0.02189)=0.297,
\]

which closes the self-consistency condition.

## One imaginary mode

The Hessian \(H\) is formed from central differences of the gradient. If the third derivative of a gradient component along a displacement is bounded by \(C\), and its evaluation error by \(\sigma\), a step \(\eta\) gives

\[
|\text{Hessian error}|\le\frac{C\eta^2}{6}+\frac{\sigma}{\eta}.
\]

Setting the derivative of this bound to zero gives \(\eta=(3\sigma/C)^{1/3}\). A smaller step is not necessarily better when the forces contain noise.

The eigenvalues of \(M^{-1/2}HM^{-1/2}\) are squared angular frequencies; a negative one gives an imaginary frequency. Translations are null directions because the energy is translationally invariant. For rotations, differentiate \(g(\mathcal Rx)=\mathcal Rg(x)\) with respect to the angle. The result says that \(H\) acting on a rotational displacement equals the change of \(g\) produced by rotating the vector \(g\) itself, which vanishes when \(g=0\). The six zero modes are thus expected at a stationary point, not at a general geometry.

The internal coordinates provide a second calculation. The chain rule gives

\[
H=B^TF_qB+\sum_k\frac{\partial E}{\partial q_k}
\frac{\partial^2q_k}{\partial x\,\partial x^T}.
\]

At a full-rank stationary point the sum vanishes. Put \(C_M=BM^{-1/2}\) and \(G=BM^{-1}B^T=C_MC_M^T\). The matrices \(C_M^TF_qC_M\) and \(C_MC_M^TF_q=GF_q\) have the same nonzero eigenvalues, because exchanging the factors of a matrix product preserves them. Moreover, \(C_M\) maps onto all six internal directions, so the Cartesian Hessian has as many negative eigenvalues as \(F_q\). Changing the positive masses changes the frequencies but not this number.

At the saddle the vibrations are \(564i\), 84, 179, 401, 1100 and 1220 cm⁻¹. Both minima have six real vibrations. The largest rigid-body value at the three points was 0.030 cm⁻¹ in magnitude, and the Cartesian and \(GF_q\) eigenvalues agreed to a relative \(6.3\times10^{-8}\).

For a unit increase of O–tBu in the imaginary mode, acyl–O changes by \(-0.168\) and OH–acyl by \(+0.121\). The cleaving bond lengthens as the acyl–oxygen bond shortens, as expected from the two bonding patterns. The OH–O distance changes by 0.063 even though it is 4.200 bohr at all three stationary points. In \(F_q\) this coordinate is uncoupled, since its equilibrium values and force constants are equal in both states. The off-diagonal elements of \(G\) mix it into the motion.

### A stationary point that is not a transition state

Hold the five distances fixed and turn the OH bead about the acyl–O axis. If \(\phi\) is the dihedral angle, \(T=T_0\sin\phi\). The same torsional energy enters both states, so

\[
E(\phi)=E_{\rm planar}+\tfrac12\kappa T_0^2\sin^2\phi,
\]
\[
\left.\frac{d^2E}{d\phi^2}\right|_{\phi=\pi/2}=-\kappa T_0^2.
\]

At a quarter turn \(dT/d\phi=0\), and \(B\) loses rank. The root search and the index argument above then no longer apply. Newton refinement found such a point, 0.00443 hartree above the saddle, with imaginary frequencies \(505i\) and \(99i\) cm⁻¹. Its force vanishes, but the second downhill direction disqualifies it as a transition state.

## Following the reaction coordinate

One imaginary mode does not identify the minima that a saddle connects. For that, solve

\[
\frac{dx}{dt}=-M^{-1}g
\]

from both sides of the saddle. In mass-weighted coordinates \(y=M^{1/2}x\), this is \(dy/dt=-\nabla_yE\). Away from stationary points, division by the speed gives

\[
\frac{dy}{ds}=-\frac{\nabla_yE}{|\nabla_yE|},
\]

so the flow traces the steepest-descent curve. The variable \(t\) is a path parameter, not physical time. Along the flow \(dE/dt=-g^TM^{-1}g\le0\).

At the saddle itself the flow is stationary. The starts were therefore displaced by \(\pm0.02\) bohr along the normalized Cartesian form of the imaginary mode. Near the saddle, a mode with squared frequency \(\omega_j^2\) evolves as \(e^{-\omega_j^2t}\): the imaginary mode grows and real modes decay.

Descent with decreasing O–tBu reached the reactant, and descent with increasing O–tBu reached the product. The largest errors in the five final distances were \(3.3\times10^{-12}\) and \(4.5\times10^{-10}\) bohr, relative to the separately optimized minima. The path lengths were 5.37 and 4.17 amu\(^{1/2}\) bohr, excluding the initial displacements. Since the masses range from 16 to 57 amu, each omitted piece is between 0.08 and 0.15 in the same unit.

The band itself uses the unweighted Cartesian metric. Zero perpendicular force makes its tangent parallel to \(g\), whereas the mass-weighted path has \(dx\) parallel to \(M^{-1}g\). These directions generally differ when the masses differ. In the space of the five distances, the interior images lay within 0.029 bohr of the unweighted descent path and within 0.084 bohr of the mass-weighted one. The first number is set by the climbing image. That image lies at the saddle, whereas the two computed descents start 0.02 bohr away in Cartesian distance, which corresponds to 0.029 bohr in the five distances. The number therefore measures this gap at the start and overstates the separation between the images and the unweighted path completed through the saddle. The unweighted descents were also started along the mass-weighted mode, which differs from the unstable direction of the unweighted Hessian, so they begin slightly off that path. The stationary points and barriers are independent of the metric.

## Barriers and transfer to another surface

The classical potential-energy barriers follow by subtraction:

\[
E^\ddagger-E_R=0.02724-(-0.00329)=0.03053\ \text{hartree},
\]
\[
E^\ddagger-E_P=0.02724-0.01766=0.00958\ \text{hartree}.
\]

They are 80.1 and 25.1 kJ/mol, converted from the unrounded energies. No zero-point, thermal or entropic contribution is included, so neither is an activation free energy. The O–tBu distance has covered \((3.822-2.923)/(4.552-2.923)=55\%\) of its change at the saddle, while the separated bonding state already has 70% of the weight. By both measures the saddle lies nearer the product.

For a molecular calculation, the model energy and gradient are replaced by those of an electronic-structure method suited to charge separation and bond cleavage. The band, Newton refinement, Hessian and two descents carry over. The one-variable root search and the bound of one negative eigenvalue do not, because they depend on the two harmonic states with constant coupling. Convergence must then be judged against the noise of the computed forces, and a changed endpoint requires a new band between the minima actually reached. The numerical output lists the five distances, the energy and the vibrational frequencies of the reactant, saddle and product, together with the convergence residuals.

## Calculated quantities

```
Distance order: OH-acyl, acyl-O, O-tBu, OH-O, acyl-tBu
Bead masses (amu): 17.0 27.0 16.0 57.0
State 1 distances (bohr): 2.40 2.40 2.90 4.20 4.60
State 2 distances (bohr): 2.50 2.30 4.60 4.20 6.10
State 1 distance force constants (hartree/bohr^2): 0.50 0.40 0.10 0.15 0.04
State 2 distance force constants (hartree/bohr^2): 0.40 0.60 0.05 0.15 0.02
Triple-product force constant (hartree/bohr^6): 5.0e-05
State offset and coupling (hartree): 0.020 0.020
Gradient check, largest error (hartree/bohr): 7.8e-12
Images including endpoints (count): 11
Initial largest triple product (bohr^3): 2.249
Ordinary and climbing band updates (count): 1115 881
Ordinary band residual (hartree/bohr): 1.0e-06
Climbing band residual (hartree/bohr): 1.0e-06
Climbing image gradient norm (hartree/bohr): 8.1e-08
Ordinary band top minus saddle (hartree): -9.728e-04
Climbing band top minus saddle (hartree): 4.980e-13
Reactant distances (bohr): 2.4022 2.3960 2.9232 4.2000 4.6205
Reactant energy (hartree): -0.0032895; state 1 weight: 0.97304
Reactant vibrations, negative=imaginary (cm^-1): 105.5 144.7 364.1 477.0 1115.4 1199.9
Saddle distances (bohr): 2.4655 2.3220 3.8220 4.2000 5.4135
Saddle energy (hartree): 0.0272376; state 1 weight: 0.29673
Saddle vibrations, negative=imaginary (cm^-1): -564.1 84.0 179.4 401.4 1100.0 1220.3
Product distances (bohr): 2.4982 2.3010 4.5518 4.2000 6.0575
Product energy (hartree): 0.0176619; state 1 weight: 0.01437
Product vibrations, negative=imaginary (cm^-1): 73.7 208.0 276.2 416.8 1084.8 1325.4
Forward barrier: 0.030527 hartree = 80.15 kJ/mol
Reverse barrier: 0.009576 hartree = 25.14 kJ/mol
Stationary points from root search (count): 3
Root search coordinate error (bohr or bohr^3): 1.0e-12
Largest rigid-body frequency (cm^-1): 0.030
Largest relative GF eigenvalue error: 6.3e-08
Imaginary-mode distance changes / O-tBu change: 0.1213 -0.1677 1.0000 0.0633 0.5256
Quarter-turn imaginary modes, shown negative (cm^-1): -505.3 -98.9
Quarter-turn energy above saddle (hartree): 0.004428
Reactant, product path lengths (amu^1/2 bohr): 5.371 4.169
Reactant descent endpoint error (bohr): 3.3e-12
Product descent endpoint error (bohr): 4.5e-10
Band to unweighted path, largest distance (bohr): 0.0285
Band to mass-weighted path, largest distance (bohr): 0.0838
```
